Glazman-Matveev two-trap hopping conductance of a thick disordered barrier, part 2

Electrons cross a disordered insulating layer of thickness d between two metals through two localized traps, with a phonon-assisted hop between them. The question is how the mean conductance G depends on temperature T. Rates are multiplied by ħ and quoted as energies.

Trap wavefunctions decay as exp(−r/a), and ℓ = 2d/a. The metal links have strengths γe^(−X) and γe^(−Y), the hop We^(−V), with X = 2z_L/a, Y = 2z_R/a, V = 2r/a; z_L and z_R are trap–metal distances, r the trap separation. Trap energies x_i, in kT from the Fermi level, have occupations f_i = 1/(1 + e^(x_i)). For deformation potential Ξ, mass density ρ_m, sound speed s and tunnelling amplitude t₀ exp(−r/a),

W = Λ′kT, Λ′ = Ξ² t₀²/[π ρ_m s² (ħs)³].

This assumes phonon wavelengths between a and r, dropping a term sin(qr)/(qr), with q the phonon wavevector. The four-state network gives

G_chain = (e²/ħ)(1/kT)/[1/C + 1/(h₁ + h₂)]

C = W c e^(−V), c = b(x₁ − x₂)f₁(1 − f₂), b(y) = y/(1 − e^(−y))

h₁ + h₂ = γe^(−σ) φ(δ), σ = (X + Y)/2, δ = X − Y.

The series sum puts the links in simple series, an upper bound. At the Fermi level each link has occupation factor 1/4; without it the resistance is proportional to

Q = e^X/γ + e^Y/γ + e^V/W.

The best chain has three equal links K, hop length r* and metal distances z*:

K = (γ² W)^(1/3) exp(−2d/3a)

r* = d/3 + (a/3) ln(W/γ)

z* = (d − r*)/2.

For area S and constant trap density g per volume and energy,

G/S = g²(kT)² ∫dx₁dx₂ ∫dz_L dz_R d²ρ G_chain

dz_L dz_R d²ρ = (πa³/4) r dX dY du,

where ρ is the sideways displacement and V = ℓ − X − Y + u. With P = γφ, R = Wc e^(−ℓ−u) and e^σ = τ(P/R)^(1/3), the σ integral uses

∫₀^∞ τ^(m−1) dτ/(1 + τ³) = (π/3)/sin(πm/3).

Shifting trap positions absorbs prefactor changes (the shift argument), so the position sum scales as K. Without the factor r it is

(2π/√3) K c^(1/3) ∫dδ φ^(2/3).

### The mean hop length

The factor r is replaced by its average r̄ with the weight just found. From V = ℓ + u − 2σ and the substitution for e^σ,

V = ℓ + u − 2 ln τ − (2/3) ln(P/R)

= ℓ/3 + u/3 − 2 ln τ + (2/3) ln(W/γ) + (2/3) ln(c/φ).

With weight e^(−u/3) the mean of u is 3, so u/3 contributes 1. The mean of ln τ is the logarithmic derivative of the standard integral with respect to m, −(π/3)cot(πm/3), which at m = 2 is π/(3√3). Multiplication by a/2 gives

r̄ = d/3 + (a/3) ln(Λ′kT/γ) + κa

κ = (1/2)[1 − 2π/(3√3) + (2/3)⟨ln(c/φ)⟩].

The angle brackets denote the average over x₁, x₂ and δ with weight c^(1/3)φ^(2/3). Collecting all factors, with (kT)²/kT = kT and K ∝ (kT)^(1/3),

G/S = (π/4) A (e²/ħ) g² a³ r̄ (γ²Λ′)^(1/3) (kT)^(4/3) exp(−2d/3a)

A = (2π/√3) ∫∫dx₁dx₂ c^(1/3) ∫dδ φ^(2/3).

Numerical integration gives A = 144.6 and κ = 0.442. These are pure numbers for spinless traps without mutual repulsion.

A limit with a closed form is the simple series sum. There φ is proportional to 1/cosh(δ/2), apart from a shift of δ that does not affect the integral:

φ = [f₁(1 − f₁)f₂(1 − f₂)]^(1/2)/[2 cosh(δ/2)].

The δ integral uses

∫dδ [2 cosh(δ/2)]^(−2/3) = Γ(1/3)²/Γ(2/3).

Since 2π/√3 = Γ(1/3)Γ(2/3), the position constant becomes Γ(1/3)³ = 19.23. The remaining energy integral is 8.309, so the series value of A is 19.226 × 8.3086 = 159.7. The full network is 9.5 percent lower, as the upper bound requires.

With both traps at the Fermi level, the mean hop length of the series sum is r* + a/2. The logarithmic average responsible is ⟨ln[2 cosh(δ/2)]⟩ = π/√3, which cancels the term −2π/(3√3) in κ and leaves κ = 1/2. The position integral of the effective rate, with the factor r included, is then (πa³/4) Γ(1/3)³ (K/4)(r* + a/2). Direct quadrature over trap positions in the example barrier below gave 0.9997 times this value.

### The two-trap exponent is 4/3 for a thick barrier

The length r̄ contains ln T, so the two-trap conductance is not a pure power. Its local exponent is

d ln G/d ln T = 4/3 + a/(3r̄).

The second term vanishes as d/a grows at fixed W/γ. The four-thirds law is thus the leading law of the two-trap channel for a thick barrier, as long as the decay length can be treated as independent of the trap energy. Whether that channel carries most of the current is a separate question, because at fixed temperature chains with more traps win when d becomes large enough.

### Neighbouring channels

One trap can carry current elastically. With level broadenings Γ_L = γe^(−2z/a) and Γ_R = γe^(−2(d−z)/a), the resonant transmission integrated over trap energy is 2πΓ_LΓ_R/(Γ_L + Γ_R). Multiplying by g e²/h and integrating over z gives

G₁/S = (e²/ħ) g γ e^(−d/a) ∫dz/[2 cosh((2z − d)/a)]

= (e²/ħ) g γ (πa/4) e^(−d/a).

This is independent of T, because the thermal weight integrates to one when the density of states and the decay length do not depend on energy.

Three traps have four links, two of them phonon hops. The shift argument now gives (γ²W²)^(1/4) e^(−ℓ/4) = (γW)^(1/2) e^(−d/2a). For the series sum the axial integral is found by writing 1/Q as ∫ds e^(−sQ) and using the four terms of sQ as variables. With K₃ = (γW)^(1/2) e^(−d/2a), their product is (s/K₃)⁴, the Jacobian is 4, and the result is K₃Γ(1/4)⁴/4. Two sideways integrals contribute 4 each. Hence

G₃/S ≈ (e²/ħ)(1/kT)(gkT)³(a/2)³(πa r₃)² · 4Γ(1/4)⁴ E₃ (γW)^(1/2) e^(−d/2a)

r₃ = d/4 + (a/4) ln(W/γ) + a,

where E₃ is the corresponding energy integral and r₃ is the mean hop length for traps at the Fermi level. Four equal links give its first two terms. The two sideways variables u have mean 4 each; their sum 8 is shared among four links, which adds 2 to each V and hence a to each hop length. This is an estimate: it uses the series sum and replaces the mean product of two hop lengths by r₃². Apart from the logarithm in r₃, it grows as T^(5/2).

At fixed T and a, the product (G₁/G₂)(G₃/G₂) is independent of g and falls as e^(−d/6a), apart from the slowly varying ratio r₃²/r̄². A wide temperature range governed by two traps therefore requires a large d/a. Changing the trap density mainly moves the range. Apart from logarithms, G₁ = G₂ at a temperature proportional to g^(−3/4) and G₃ = G₂ at one proportional to g^(−6/7), so the ratio of the two end temperatures varies only as g^(−3/28).

### A metal/amorphous-silicon/metal junction at 15 K

The parameters are rough values for an amorphous-silicon barrier: d = 20 nm, a = 0.8 nm, g = 10¹⁸ eV⁻¹cm⁻³ = 10⁻³ eV⁻¹nm⁻³, γ = 0.1 eV, Ξ = 3 eV, t₀ = 0.1 eV, ρ_m = 2300 kg/m³ and s = 8000 m/s. They give Λ′ = 213.6. With kT = 1.293 meV,

W = 213.6 × 1.293 meV = 0.276 eV

r* = 6.667 + 0.267 × ln 2.76 = 6.94 nm

z* = (20 − 6.94)/2 = 6.53 nm

K = (0.1² × 0.276)^(1/3) e^(−16.67) eV = 8.1 × 10⁻⁹ eV.

The corresponding rate K/ħ is 1.2 × 10⁷ s⁻¹, and r̄ = 7.29 nm. Since (γ²Λ′)^(1/3)(kT)^(4/3)exp(−2d/3a) = K kT,

G₂/S = 0.785 × 144.6 × (2.434 × 10⁻⁴ S) × 10⁻⁶ × 0.512 × 7.29 × (8.1 × 10⁻⁹) × (1.293 × 10⁻³) nm⁻²

= 1.08 × 10⁻¹⁸ S/nm² = 1.08 × 10⁻⁴ S/cm².

The complete formula was tested by sampling about one million trap pairs, with energies, positions and sideways displacements all varied and the four-state network solved for each. The sampled conductance was 1.081 × 10⁻⁴ S/cm². For this idealized two-trap channel alone, without the corrections discussed below, the mean exponent between 15 and 60 K was 1.369 from both the sample and the formula. The local value at 15 K is 1.333 + 0.8/(3 × 7.29) = 1.370.

At 15 K the one-trap channel contributes 2.1 × 10⁻⁵ S/cm² and the three-trap estimate is 2.5 × 10⁻⁵ S/cm². Two-trap chains carry about 70 percent of this sum, whose local exponent is 1.37. The three-trap estimate ignores correlations between the trap occupations and uses approximate hop lengths. The full rate equations for three traps, summed with the actual hop lengths, give a three-trap part about a quarter smaller: a factor of about 0.91 comes from the hop lengths and about 0.81 from the correlations. The exponent of the sum is then about 1.3. That it lies close to the two-trap value is a cancellation: the constant channel lowers the exponent and the three-trap channel raises it. For these three channels alone, without the corrections discussed below, the exponent rises from about 0.8 at 5 K to between 1.6 and 1.7 at 30 K. Chains of four traps, left out here, add less than 0.1 to the value at 30 K. An exponent near 4/3 at one temperature is therefore weak evidence for two-trap hopping in such a junction.

### What the model leaves out

One correction is the repulsion between electrons on the two traps. At distance r* and relative permittivity 12 it is 17.3 meV unscreened. The image charges of both metals reduce it to 9.2 meV, or 7.1 kT. Including this value in the network for all pairs multiplies the conductance by 1.63 and lowers the local exponent from 1.37 to 1.25. If each pair is given the screened repulsion of its own geometry, the factor is about 1.5 and the exponent about 1.2. The factor depends on U/kT, with U the repulsion energy. It is 1 when U/kT is zero and 1.63 at 15 K, so at fixed U the enhancement must be lost on heating. In this example the resulting shift is larger than the logarithmic correction and has the opposite sign.

Spin, with double occupation of one trap forbidden and repulsion between traps left out, multiplies the conductance by 1.23. It leaves the leading power 4/3 unchanged, since it alters the pure numbers A and κ alone.

The short-wavelength condition is not met by a phonon of energy kT: its wavelength is 26 nm, longer than r*, and qr* is only 1.7. The condition that a trap responds as a point is met at this energy, with qa/2 = 0.10. The energies exchanged can be several kT, for which the finite size of a trap matters. For a trap density proportional to exp(−2r/a), the squared form factor is [1 + (qa/2)²]^(−4). Including it and the term sin(qr)/(qr), with the energy weights of the series sum, multiplies the conductance by about 0.75 and lowers the local exponent at 15 K by less than 0.1. On heating, the finite size of the traps weakens the hop further, and the departure from the four-thirds law grows: at 30 K the two-trap exponent with this correction is only about 1.0. The corrections for repulsion and phonon wavelength were evaluated separately, each at a typical hop length. Their shifts need not add, so the exponent with both included is not determined here.

The energy dependence of the decay length is a larger correction to the exponent. In a barrier of height φ above the Fermi level, a trap at energy ε has the decay length a/√(1 − ε/φ). Higher traps therefore conduct better, and their share grows on heating. If both traps lie at ε, the exponent 2d/3a falls by about (d/3a)(ε/φ), so the four-thirds law requires (d/3a)kT/φ to be small. A free-electron mass m and the chosen a imply φ = ħ²/(2ma²) = 0.060 eV, and this number is then 0.18 at 15 K. With the inverse decay length of the hop taken as the mean of those of the two traps, and the other corrections left out, the two-trap conductance at 15 K rises by about 12 percent and its local exponent from 1.37 to about 1.6. At 30 K the exponent exceeds 2, but its value then depends strongly on traps high in the barrier, and near the top the decay length diverges and this description fails. A barrier twice as high gives about 1.4 at 15 K. The one-trap channel is affected in the same way and is then no longer constant: for φ = 0.060 eV it rises by about 15 percent at 15 K, with a local exponent of about 0.3, and the exponent is about 0.6 at 20 K.

Other conditions are well satisfied at 15 K. The tunnelling amplitude between the traps is 1.7 × 10⁻⁵ eV at r*, and the level width is 6 × 10⁻⁶ kT. For direct tunnelling with a unit prefactor, transverse momentum ħk adds k²ad to the decay exponent, so (e²/h)e^(−2d/a)/(4πad) sets its size: about 4 × 10⁻¹⁵ S/cm². For the barrier height of 0.060 eV found above, the Richardson formula gives a thermionic conductance of 2 × 10⁻¹³ S/cm². At 30 K the same formula gives about 4 × 10⁻³ S/cm², more than the trap channels together, and image forces, which lower the barrier by about 4 meV, increase it further. With this barrier the trap channels therefore describe the whole current only up to slightly above 20 K. A lighter mass would imply a higher barrier and a wider range: half the free-electron mass gives 0.12 eV, and the thermionic current is then negligible at 30 K. Voltages well below kT/e, here 1.3 mV, are sufficient for linear response.

The average also needs many chains. Define their effective density n as the squared mean conductance per area divided by the sum of squared chain conductances per area. If trap pairs are treated as independent, the relative scatter between junctions is 1/√(nS). Here n is 0.11 per μm². A junction of 100 μm × 100 μm has a scatter of 3 percent, whereas one of 1 μm² typically has no effective chain and is not described by the mean.

For real amorphous silicon the trap density is the least certain of these inputs. It varies by orders of magnitude with preparation and hydrogen content, and the chosen value lies between those of good hydrogenated films and unhydrogenated films. The prefactors γ and t₀ are order-of-magnitude assumptions. The decay length enters the exponent and so has strong leverage: raising a by 10 percent with everything else fixed multiplies the exponential factor by e^(1.5), about 4.5. Real layers also vary in thickness, and a region thinner by 1 nm has a larger exponential factor by e^(0.83), about 2.3. The absolute conductance found here therefore illustrates the chosen inputs and is not a prediction: its two-trap part varies as g², so a factor of ten in the trap density alone changes that part by a factor of one hundred, and the three-trap part by a factor of one thousand. Repulsion between traps, which real layers do have, raises the two-trap part by roughly one half in this example at 15 K and lowers its exponent by more than 0.1, if it is taken alone and the decay length is independent of energy. The corrections do not combine independently: with repulsion, phonon wavelength and the energy-dependent decay length of the 0.060 eV barrier together, the two-trap part is about 0.86 of its idealized value and its exponent is about 1.5. The remaining values are in the numerical output.

Computed results

```
barrier thickness d = 20.0 nm, decay length a = 0.80 nm
trap density of states g = 1.00e+18 1/(eV cm^3)
metal-trap prefactor gamma = 0.100 eV
deformation potential = 3.0 eV, t0 = 0.10 eV
mass density = 2300 kg/m^3, sound speed = 8000 m/s
relative permittivity = 12.0
temperature = 15.0 K, kT = 1.2926 meV
hop coupling Lambda' = 213.56 (dimensionless)
Lambda' kT = 0.2761 eV
Gamma(1/3)^3 = 19.2260
energy integral, series sum = 8.3086
A, series sum = 159.741
A, full network = 144.602; ratio = 0.9052
kappa, full network = 0.4423
optimal hop length r* = 6.937 nm
optimal metal-trap distance = 6.531 nm
equal link energy K = 8.105e-09 eV, rate K/hbar = 1.231e+07 1/s
mean hop length rbar = 7.291 nm
two-trap conductance = 1.0812e-04 S/cm^2
same from sampled trap pairs = 1.0806e-04 S/cm^2
position integral, quadrature/closed form = 0.99972
mean exponent 15-60 K: sampled 1.3689, formula 1.3690
local exponent 4/3 + a/(3 rbar) = 1.3699
T (K) | one-trap, two-trap, three-trap (S/cm^2) | exponent of sum
  5.0 | 2.124e-05  2.398e-05  1.480e-06 | 0.786
 10.0 | 2.124e-05  6.203e-05  8.778e-06 | 1.168
 15.0 | 2.124e-05  1.081e-04  2.486e-05 | 1.374
 20.0 | 2.124e-05  1.603e-04  5.201e-05 | 1.511
 30.0 | 2.124e-05  2.793e-04  1.472e-04 | 1.697
trap repulsion, unscreened = 17.30 meV
trap repulsion, screened by metals = 9.20 meV = 7.12 kT
conductance factor from repulsion = 1.628
local exponent with repulsion = 1.245
conductance factor from spin = 1.227
conductance factor, phonon wavelength = 0.746
exponent change, phonon wavelength = -0.057
thermal phonon: q r* = 1.70, q a/2 = 0.098
trap-trap amplitude at r* = 1.71e-05 eV
level width over kT = 6.27e-06
direct tunnelling, order of size = 3.7e-15 S/cm^2
barrier height from a, free mass = 0.0595 eV
thermionic conductance at that height = 2.1e-13 S/cm^2
effective chains = 0.111 per um^2
relative scatter, 100 um x 100 um = 0.0301
```
